# Matching a finite tight-binding chain to leads of different hopping

**The system.** An electron moves on an infinite line of sites $j$, all with site energy zero. Sites $1,\dots,N$ form a chain with nearest-neighbour hopping $t$. Sites $j\le 0$ and $j\ge N+1$ form two leads with hopping $T$. The two contact bonds, $0$–$1$ and $N$–$(N+1)$, both have hopping $c$. The Hamiltonian has matrix elements $-t$, $-T$ and $-c$ on these bonds, with $t,T,c>0$. There are no interactions, no disorder and no inelastic scattering.

A wave of unit amplitude comes in from the left at energy $E$. With wave number $q$ in the leads,
$$\psi_j=e^{iqj}+r\,e^{-iqj}\quad(j\le0),\qquad \psi_j=s\,e^{iq(j-N-1)}\quad(j\ge N+1).$$
Both leads have the same velocity, so the transmission probability is $P(E)=|s|^2$, and $|r|^2+|s|^2=1$.

## Part (a): a junction that does not reflect

*Find the dispersion relations of lead and chain. Look for a solution at the band centre, $E=0$, with no left-moving wave anywhere, for $N\ge2$. What contact hopping does it need, and what is $P(0)$?*

**Answer.** Inside a lead the Schrödinger equation is $E\psi_j=-T(\psi_{j-1}+\psi_{j+1})$. Inserting $e^{iqj}$ gives $E=-2T\cos q$. In the same way a wave $e^{ikj}$ in the chain has $E=-2t\cos k$. We take $0<q,k<\pi$. The velocity is proportional to $dE/dq=2T\sin q>0$, so $e^{iqj}$ moves to the right, and so does $e^{ikj}$.

At $E=0$ both wave numbers equal $\pi/2$, whatever $t$ and $T$ are, and $e^{i\pi j/2}=i^j$. We therefore try
$$\psi_j=i^j\ \text{(leads)},\qquad \psi_j=a\,i^j\ \text{(chain)}.$$
Sites whose two bonds are equal satisfy the equation already, because $i^{j-1}+i^{j+1}=0$. Four sites remain, and at $E=0$ each requires the sum of hopping times neighbouring amplitude to vanish:

- Site $0$: $T\,i^{-1}+c\,a\,i=0$, so $a=T/c$.
- Site $1$: $c+t\,a\,i^2=0$, so $a=c/t$.
- Site $N$: $t\,a\,i^{N-1}+c\,i^{N+1}=0$, so $a=c/t$ again.
- Site $N+1$: $c\,a\,i^{N}+T\,i^{N+2}=0$, so $a=T/c$ again.

The two values of $a$ agree if and only if
$$\boxed{c^2=tT},\qquad a=\sqrt{T/t}.$$
Then $r=0$ and $|s|=1$, so $P(0)=1$. The length $N$ has dropped out: neither junction reflects, so there is no second wave in the chain whose phase could depend on $N$.

The factor $a$ is what current conservation demands. The current is proportional to density times velocity, and at the centre the velocities are proportional to $t$ and $T$. Indeed $a^2t=T$: in a slower chain the density is higher.

## Part (b): which chains need the matching?

*Let $c$ be arbitrary and write $x=c^2/(tT)$. Find $P(0)$ for every $N$, now allowing reflected waves.*

**Answer.** At $E=0$ each equation connects only the two neighbours of a site, so even and odd sites decouple inside the chain. From the incoming and reflected waves, $\psi_0=1+r$ and $\psi_{-1}=-i+ir=-i(1-r)$. The equations at sites $0$ and $1$ give, for $N\ge2$,
$$\psi_1=-\frac{T}{c}\psi_{-1}=\frac{iT}{c}(1-r),\qquad \psi_2=-\frac{c}{t}(1+r).$$
On the right, $\psi_{N+1}=s$ and $\psi_{N+2}=is$. The equations at sites $N+1$ and $N$ give
$$\psi_N=-\frac{iT}{c}s,\qquad \psi_{N-1}=-\frac{c}{t}s.$$
Within the chain $\psi_{j+1}=-\psi_{j-1}$, so two steps cost a factor $-1$.

*Even $N$.* Let $\eta=(-1)^{(N-2)/2}$. Then $\psi_{N-1}=\eta\psi_1$ and $\psi_N=\eta\psi_2$, which become
$$s=-i\eta\,\frac{1-r}{x},\qquad s=-i\eta\,x(1+r).$$
Equating them gives $1-r=x^2(1+r)$, hence
$$r=\frac{1-x^2}{1+x^2},\qquad P(0)=\frac{4x^2}{(1+x^2)^2}\qquad(N\ \text{even}).$$
This is $1$ only for $r=0$, that is for $x=1$.

*Odd $N\ge3$.* Let $\eta'=(-1)^{(N-1)/2}$. Now $\psi_N=\eta'\psi_1$ and $\psi_{N-1}=-\eta'\psi_2$, so
$$s=-\eta'(1-r),\qquad s=-\eta'(1+r).$$
Therefore $r=0$ and $P(0)=1$ for any $c>0$. For $N=1$ the equation at site $1$ is $c\psi_0+c\psi_2=0$, so $s=-(1+r)$, while the equations at sites $0$ and $2$ give $s=-(1-r)$. Again $r=0$.

An isolated odd chain has a state at $E=0$ that lives on sites $1,3,\dots,N$ with equal weight at both ends. An isolated even chain has no such state. For weak contacts, $x\ll1$, transmission of the odd chain at the centre is resonant through this state. For stronger contacts that picture fails when $N\ge3$: with $r=0$ the amplitudes found above are $T/c$ on odd sites and $c/t$ on even sites, a ratio of $1:x$, so for $x>1$ the wave is larger on the even sites, where the isolated state vanishes. Still $P(0)=1$. Perfect transmission of an odd chain is therefore no evidence of matched contacts. Among equal contacts, $c=\sqrt{tT}$ is the one choice that serves all lengths.

## Part (c): transmission away from the centre

*Set $c^2=tT$. Derive $P(E)$ for all energies in the band common to chain and leads, $|E|<2\min(t,T)$.*

**Answer.** The contacts can be absorbed by continuing the chain amplitudes one site beyond each end. Define fictitious amplitudes
$$\tilde\psi_0=\frac ct\,\psi_0,\qquad \tilde\psi_{N+1}=\frac ct\,\psi_{N+1},$$
so that the equations at sites $1$ and $N$ take the same form as inside the chain. The equation at site $0$ is
$$E(1+r)=-T\left(e^{-iq}+r\,e^{iq}\right)-c\,\psi_1 .$$
With $E=-T(e^{iq}+e^{-iq})$ the terms $-Te^{-iq}$ and $-Tr\,e^{iq}$ cancel from both sides, leaving $\psi_1=(T/c)(e^{iq}+r\,e^{-iq})$. Likewise site $N+1$ has $Es=-c\psi_N-Ts\,e^{iq}$, which leaves $\psi_N=(T/c)\,e^{-iq}s$.

For $c^2=tT$ the factors $c/t$ and $T/c$ both equal $a=\sqrt{T/t}$. Dividing all chain amplitudes, including the fictitious ones, by $a$ gives $\varphi_j$ with
$$\varphi_0=1+r,\quad \varphi_1=e^{iq}+r\,e^{-iq},\quad \varphi_N=e^{-iq}s,\quad \varphi_{N+1}=s,$$
$$\varphi_{j+1}+\varphi_{j-1}=2\cos k\;\varphi_j\qquad(1\le j\le N).$$
Write $S_n=\sin nk$. The solution of the recursion with the two right-hand values is
$$\varphi_j=\frac{s}{\sin k}\left[e^{-iq}S_{N+1-j}-S_{N-j}\right],$$
as setting $j=N$ and $j=N+1$ confirms. To remove $r$, form
$$\varphi_1-e^{-iq}\varphi_0=e^{iq}-e^{-iq}=2i\sin q .$$
Inserting the solution for $\varphi_0$ and $\varphi_1$,
$$2i\sin q\sin k=-s\,e^{-iq}B,\qquad B=e^{-iq}S_{N+1}-2S_N+e^{iq}S_{N-1}.$$
Since $S_{N\pm1}=S_N\cos k\pm\cos Nk\,\sin k$,
$$\operatorname{Re}B=-2S_N(1-\cos k\cos q),\qquad \operatorname{Im}B=-2\sin q\sin k\cos Nk .$$
Taking the squared modulus,
$$P=\frac{\sin^2k\,\sin^2q}{(1-\cos k\cos q)^2\sin^2Nk+\sin^2k\,\sin^2q\,\cos^2Nk}.$$
Replace $\cos^2Nk$ by $1-\sin^2Nk$. The coefficient of $\sin^2Nk$ in the denominator is then
$$(1-\cos k\cos q)^2-(1-\cos^2k)(1-\cos^2q)=(\cos k-\cos q)^2,$$
because on expansion the terms $1$ and $\cos^2k\cos^2q$ cancel. Hence
$$P=\frac{1}{1+F\sin^2Nk},\qquad F=\frac{(\cos k-\cos q)^2}{\sin^2k\,\sin^2q}.$$
Finally, $\cos k=-E/2t$ and $\cos q=-E/2T$ give $\cos k-\cos q=-E(T-t)/(2tT)$, $\sin^2k=(4t^2-E^2)/4t^2$ and $\sin^2q=(4T^2-E^2)/4T^2$, so that
$$\boxed{F=\frac{4E^2(T-t)^2}{(4t^2-E^2)(4T^2-E^2)}}$$

Changing $E$ to $-E$ leaves $F$ alone and sends $k$ to $\pi-k$, which does not change $\sin^2Nk$. Thus $P(-E)=P(E)$. For $t=T$ the contact is $c=t$, the line is uniform, and $F=0$ throughout the band.

## Part (d): the origin and the limits of the ripple

*Find the reflectance $R$ of a single matched junction and relate it to $F$. For $t\ne T$, find the energies of perfect transmission and a lower limit on $P(E)$ valid for every length.*

**Answer.** Let a semi-infinite chain end at site $0$, with wave $e^{ikj}+\rho\,e^{-ikj}$. The condition at the right junction in part (c), $\varphi_{N+1}=e^{iq}\varphi_N$, becomes
$$e^{ik}+\rho\,e^{-ik}=e^{iq}(1+\rho)\quad\Rightarrow\quad \rho=\frac{e^{ik}-e^{iq}}{e^{iq}-e^{-ik}},$$
$$R=|\rho|^2=\frac{\sin^2\frac{k-q}{2}}{\sin^2\frac{k+q}{2}} .$$
$R$ vanishes only for $k=q$, which for $t\ne T$ means $E=0$. Another contact hopping cannot move this match to a different energy: for general $c$ the junction condition is $\tilde\psi_{N+1}=x\,e^{iq}\psi_N$ with $x=c^2/(tT)$, and a single wave $e^{ikj}$ obeys it only if $x\,e^{iq}=e^{ik}$, that is, if $x=1$ and $k=q$.

The product of the two sines is $\tfrac12(\cos q-\cos k)$, and the difference of their squares is $\sin^2\frac{k+q}2-\sin^2\frac{k-q}2=\sin k\sin q$. Therefore
$$\frac{4R}{(1-R)^2}=\frac{(\cos k-\cos q)^2}{\sin^2k\sin^2q}=F .$$
This is the formula of an optical cavity with two equal mirrors. The ripple is interference between waves reflected at the two junctions.

Perfect transmission needs $F=0$ or $\sin Nk=0$:
$$E=0\qquad\text{or}\qquad E=2t\cos\frac{m\pi}{N},\quad m=1,\dots,N-1,$$
where for $t>T$ only energies with $|E|<2T$ count. For even $N$ the value $m=N/2$ repeats $E=0$.

Since $\sin^2Nk\le1$, $P\ge P_{\rm env}=1/(1+F)$. The sum needed is
$$(4t^2-E^2)(4T^2-E^2)+4E^2(T-t)^2=16t^2T^2-8tTE^2+E^4=(4tT-E^2)^2,$$
so
$$P_{\rm env}(E)=\frac{(4t^2-E^2)(4T^2-E^2)}{(4tT-E^2)^2}.$$
The limit does not contain $N$. It is reached where $Nk$ is an odd multiple of $\pi/2$. A longer chain has more closely spaced ripples, but they stay above the same envelope. As $F$ grows with $|E|$, the envelope falls steadily from the centre outwards.

## Part (e): near the centre and at the chain's band edge

*Find the leading loss $1-P$ near $E=0$ for odd and for even $N$. For $t<T$, find $P$ at $|E|=2t$.*

**Answer.** Put $k=\pi/2+\delta$. Then $\sin\delta=E/2t$, so $\delta\approx E/2t$, and $F\approx E^2(T-t)^2/(4t^2T^2)$. For $N|E|\ll2t$ and $F\ll1$ we have $1-P\approx F\sin^2Nk$. For odd $N$, $\sin^2Nk=\cos^2N\delta\approx1$. For even $N$, $\sin^2Nk=\sin^2N\delta\approx N^2E^2/4t^2$. Hence
$$1-P\approx\frac{E^2(T-t)^2}{4t^2T^2}\ (N\ \text{odd}),\qquad 1-P\approx\frac{N^2E^4(T-t)^2}{16\,t^4T^2}\ (N\ \text{even}).$$
In this range the even chain, which needs the matching, has the flatter maximum: the zero of $R$ and a cavity resonance coincide at $E=0$.

At the lower band edge $k\to0$, so $\sin^2Nk/\sin^2k\to N^2$, and $\cos q\to t/T$. Then
$$F\sin^2Nk\to N^2\frac{(1-\cos q)^2}{1-\cos^2q}=N^2\,\frac{1-\cos q}{1+\cos q}=N^2\,\frac{T-t}{T+t},$$
$$P(\pm2t)=\frac{1}{1+N^2(T-t)/(T+t)},$$
the upper edge following by symmetry. Here length does matter, and the transmission falls as $1/N^2$ for large $N$.

## Part (f): a numerical case

*Take $t=0.5\,T$. Compare contacts at the centre, and plot and interpret $P(E)$ for $N=5$ and $N=6$ with matched contacts.*

**Answer.** These are round model parameters, with energies in units of $T$. The matched contact is $c=\sqrt{0.5}\,T=0.7071\,T$. The unmatched choices $c=t$ and $c=T$ have $x=0.5$ and $x=2$. Because $P(0)$ is unchanged by $x\to1/x$, both give even chains
$$P(0)=\frac{4\times0.25}{(1.25)^2}=0.64 .$$
A contact 10% above the matched value has $x=1.21$ and $P(0)=0.9645$ for even $N$, a loss of about 3.5 percentage points.

The plot of $P$ for $E\ge0$, with the envelope, is in the numerical output. For $N=6$ the perfect energies are $0$, $\pm0.5000\,T$ and $\pm0.8660\,T$. Between them $P$ dips to $0.9750$ at $0.337\,T$ and to $0.7553$ at $0.747\,T$. The dips deepen outwards because $R$ grows. At $E=0.60\,T$,
$$F=\frac{4\times0.36\times0.25}{0.64\times3.64}=0.1545,\qquad P_{\rm env}=\frac1{1.1545}=0.8662 .$$
There the five-site chain has $P=0.8668$, almost on the envelope, while the six-site chain has $0.9371$. At $E=0.30\,T$ the envelope is $0.9753$. Since it falls steadily with $|E|$, a matched chain of any length with this $t/T$ transmits at least 97.5% for $|E|\le0.30\,T$. At the band edge $|E|=T$ the six-site chain transmits $1/(1+36/3)=0.0769$.

At $E=0.01\,T$ the losses are $2.494\times10^{-5}$ for $N=5$ and $8.991\times10^{-8}$ for $N=6$. The leading laws of part (e) give $2.500\times10^{-5}$ and $9.000\times10^{-8}$.

A wave packet tests the result in time. A packet with amplitude $\propto e^{-(j-j_0)^2/4\sigma^2}$, $\sigma=40$ sites, was sent at the band centre through the six-site chain by evolving it on a long finite lattice. The fraction transmitted was $0.999990$ with matched contacts and $0.6434$ with $c=T$. Averaging the stationary $P(E)$ over the packet's energies gives the same figures. The small matched loss can be estimated: the wave-number spread $1/2\sigma$ means an energy spread $2T/2\sigma=0.025\,T$, a Gaussian has $\langle E^4\rangle=3(0.025\,T)^4$, and the even-$N$ law, here $9E^4/T^4$, gives about $1\times10^{-5}$.

## Part (g): a shifted chain

*All chain sites are raised by an energy $\epsilon$, with $|\epsilon|<2t$, while the leads and $c=\sqrt{tT}$ stay as they are. What becomes of the transmission at the centre of the lead band?*

**Answer.** In the chain $E$ is replaced by $E-\epsilon=-2t\cos k$. The derivation in part (c) used the chain energy only through $k$, so $P=1/(1+F\sin^2Nk)$ still holds with $F$ written in $k$ and $q$. At $E=0$, $q=\pi/2$ and $\cos k=\epsilon/2t$, so $F=\cot^2k$ and
$$P(0)=\frac{1}{1+\cot^2k\,\sin^2Nk}\;\ge\;\sin^2k=1-\frac{\epsilon^2}{4t^2}.$$
No other contact hopping can make up for the shift at every length: for $N=1$ and any $c$, the site equations at $E=0$ give $P(0)=1/[1+(\epsilon T/2c^2)^2]$, which is below $1$ unless $\epsilon=0$. At the centre of the lead band, perfect transmission at every length therefore needs aligned band centres and, by part (b), $c^2=tT$. With a shift, the result at $E=0$ depends on $N$ again, but the loss there is never more than $\epsilon^2/4t^2$. For $t\ne T$ the match $k=q$ can survive at another energy: setting $(E-\epsilon)/2t=E/2T$ gives $E=\epsilon T/(T-t)$. If $|\epsilon|<2|T-t|$, this energy lies inside both bands, and chains of every length transmit perfectly there. For a larger shift no energy inside both bands has $k=q$. This covers a uniform shift only. Shifts confined to the contact sites, unequal contacts, disorder, interactions and inelastic scattering lie outside the formulas derived here.

## Values computed for the example and the checks

```
Energies and hoppings in units of T; P is dimensionless
T = 1.0, t = 0.5, matched contact c = 0.7071
P at E=0:  N  c=sqrt(tT)  c=t     c=T
           1  1.000000    1.0000  1.0000
           2  1.000000    0.6400  0.6400
           3  1.000000    1.0000  1.0000
           4  1.000000    0.6400  0.6400
           5  1.000000    1.0000  1.0000
           6  1.000000    0.6400  0.6400
P at E=0, N=6, contact 10% too large: 0.9645
N=6 perfect energies: 0, +-0.5000, +-0.8660
N=6 dip between them: E = 0.337, P = 0.9750
N=6 dip between them: E = 0.747, P = 0.7553
1-P at E=0.01: N=5 2.494e-05, N=6 8.991e-08
leading laws there: N=5 2.500e-05, N=6 9.000e-08
P at chain band edge E=1.0, N=6: 0.0769
Packet, N=6, width sigma = 40 sites, fraction transmitted:
  c=sqrt(tT): 0.999990 (scattering 0.999990)
  c=T:        0.643428 (scattering 0.643428)
Plot of P from 0.3 to 1.0: 5, 6 = length, X = both, . = envelope
E     P(N=5) P(N=6) envel.
0.00  1.0000 1.0000 1.0000 |                                   X|
0.03  0.9998 1.0000 0.9998 |                                   X|
0.06  0.9992 0.9999 0.9991 |                                   X|
0.09  0.9983 0.9995 0.9980 |                                   X|
0.12  0.9975 0.9984 0.9963 |                                   X|
0.15  0.9969 0.9964 0.9942 |                                   X|
0.18  0.9968 0.9934 0.9916 |                                   X|
0.21  0.9972 0.9895 0.9885 |                                  65|
0.24  0.9981 0.9849 0.9847 |                                  65|
0.27  0.9992 0.9805 0.9804 |                                  65|
0.30  0.9999 0.9769 0.9753 |                                  65|
0.33  0.9996 0.9751 0.9695 |                                 .65|
0.36  0.9973 0.9758 0.9630 |                                 .65|
0.39  0.9919 0.9793 0.9555 |                                 .65|
0.42  0.9826 0.9854 0.9470 |                                . X |
0.45  0.9691 0.9926 0.9373 |                                .5 6|
0.48  0.9513 0.9985 0.9264 |                               . 5 6|
0.51  0.9302 0.9995 0.9141 |                               .5  6|
0.54  0.9075 0.9915 0.9001 |                              5    6|
0.57  0.8854 0.9710 0.8842 |                             5    6 |
0.60  0.8668 0.9371 0.8662 |                            5   6   |
0.63  0.8547 0.8925 0.8456 |                           .5 6     |
0.66  0.8522 0.8434 0.8220 |                          .65       |
0.69  0.8625 0.7983 0.7950 |                         6  5       |
0.72  0.8879 0.7660 0.7638 |                       6     5      |
0.75  0.9282 0.7555 0.7278 |                     . 6       5    |
0.78  0.9750 0.7765 0.6858 |                   .    6         5 |
0.81  1.0000 0.8391 0.6367 |                 .         6       5|
0.84  0.9494 0.9404 0.5789 |              .                 X   |
0.87  0.7849 0.9978 0.5102 |           .            5          6|
0.90  0.5548 0.8079 0.4280 |      .      5           6          |
0.93  0.3508 0.4505 0.3287 | . 5    6                           |
```
